**Newton iteration for the periodic state of a deposition cycle**

The program finds start-of-cycle coverages $u$ that satisfy $P(u)=u$, where $P$ is the map over one cycle; $M$ is its derivative at fixed total site number and $\rho$ the largest eigenvalue magnitude of $M$. The coverages are hydroxyl $x$, methylindium $y$, residue $z$ and oxygen bridge $v$, and $G$ is the number of indium atoms added per site per cycle. It asserts that the derivative matrix agrees with finite differences, that the root repeats under an adaptive integrator and under refined steps, and that a second start and long plain cycling lead to the same root. It also asserts quadratic convergence, the late decay rate of plain cycling, and the formulas for summed excess growth and parameter sensitivity. A further assertion confirms that Newton's method can reach an unstable root which explicit cycling leaves. In the indium oxide example, five Newton steps give 0.0380 nm per cycle, while plain cycling needs 1325 cycles to bring the coverages within $10^{-6}$. The memory of 105 cycles rests on the assumption of a floating residue and falls to 1.1 cycles when $q=1$.

## Program and output

```python
"""Periodic growth in atomic layer deposition by Newton iteration.

Result under test: the start-of-cycle coverages u that repeat after one cycle,
P(u) = u, follow from Newton steps (I - M) delta = P(u) - u, with M = dP/du on
the surface of constant site number. Convergence is quadratic, whereas plain
cycling contracts the error only by the spectral radius rho of M per cycle.

Coverages (site fractions): x hydroxyl, y methylindium, z persistent residue,
v oxygen bridge; x + y + z + v = 1. G = indium atoms added per site per cycle.
Rates (1/s): a adsorption, b hydrolysis, c hydroxyl condensation,
d rehydroxylation, e residue formation, f residue removal by water.
q = burial probability factor of residue per adsorption; chi = clustering in
pair reactions (0 random, 1 complete). Times are in seconds.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp

Model = namedtuple("Model", "a b c d e f q chi t_in purge_in t_w purge_w refine")
# Free coordinates are x, y, z; v takes up the balance.
BASIS = np.vstack([np.eye(3), -np.ones(3)])


def phases(m):
    """Duration, number of steps, precursor on/off, water on/off."""
    r = m.refine
    return [(m.t_in, 40 * r, 1.0, 0.0), (m.purge_in, 10 * r, 0.0, 0.0),
            (m.t_w, 60 * r, 0.0, 1.0), (m.purge_w, 10 * r, 0.0, 0.0)]


def rates(s, on_in, on_w, k):
    x, y, z, v, _ = s
    a, b, c, d, e, f, q, chi = k
    ads = on_in * a * x
    hyd = on_w * b * y
    con = c * x * (x + chi * (1 - x))
    reh = on_w * d * v
    res = e * y * (y + chi * (1 - y))
    rem = on_w * f * z
    bur = q * ads * z
    return (-ads + hyd - con + reh + rem, ads - hyd - res,
            res - rem - bur, con - reh + bur, ads)


def jacobian(s, on_in, on_w, k):
    x, y, z, v, _ = s
    a, b, c, d, e, f, q, chi = k
    ads_x, hyd_y, reh_v, rem_z = on_in * a, on_w * b, on_w * d, on_w * f
    con_x = c * (2 * (1 - chi) * x + chi)
    res_y = e * (2 * (1 - chi) * y + chi)
    bur_x, bur_z = q * ads_x * z, q * ads_x * x
    return np.array([[-ads_x - con_x, hyd_y, rem_z, reh_v],
                     [ads_x, -hyd_y - res_y, 0.0, 0.0],
                     [-bur_x, res_y, -rem_z - bur_z, 0.0],
                     [con_x + bur_x, 0.0, bur_z, -reh_v],
                     [ads_x, 0.0, 0.0, 0.0]])


def cycle(u, m):
    """One cycle: end coverages and growth."""
    s = np.asarray(u, float).tolist() + [0.0]
    k = tuple(m[:8])
    for duration, n, p, w in phases(m):
        h = duration / n
        for _ in range(n):
            k1 = rates(s, p, w, k)
            k2 = rates([i + h / 2 * j for i, j in zip(s, k1)], p, w, k)
            k3 = rates([i + h / 2 * j for i, j in zip(s, k2)], p, w, k)
            k4 = rates([i + h * j for i, j in zip(s, k3)], p, w, k)
            s = [i + h / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
                 for i, r1, r2, r3, r4 in zip(s, k1, k2, k3, k4)]
    return np.array(s[:4]), s[4]


def tangent_cycle(u, m):
    """One cycle with derivatives to all four initial coverages."""
    S = np.zeros((5, 5))
    S[:4, 0] = u
    S[:4, 1:] = np.eye(4)
    k = tuple(m[:8])

    def slope(S, p, w):
        s = S[:, 0].tolist()
        D = np.empty((5, 5))
        D[:, 0] = rates(s, p, w, k)
        D[:, 1:] = jacobian(s, p, w, k) @ S[:4, 1:]
        return D

    for duration, n, p, w in phases(m):
        h = duration / n
        for _ in range(n):
            k1 = slope(S, p, w)
            k2 = slope(S + h / 2 * k1, p, w)
            k3 = slope(S + h / 2 * k2, p, w)
            k4 = slope(S + h * k3, p, w)
            S = S + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return S[:4, 0], S[4, 0], S[:4, 1:], S[4, 1:]


Root = namedtuple("Root", "u G M grad M4 history evals halvings")


def newton(u, m, guard=True):
    u = np.array(u, float)
    out = tangent_cycle(u, m)
    evals, halvings, history = 1, 0, []
    for _ in range(40):
        residual = out[0] - u
        size = np.max(np.abs(residual))
        history.append((u.copy(), size))
        M = out[2][:3] @ BASIS
        if size < 1e-13:
            return Root(u, out[1], M, out[3] @ BASIS, out[2],
                        history, evals, halvings)
        step = BASIS @ np.linalg.solve(np.eye(3) - M, residual[:3])
        fraction = 1.0
        while True:
            trial = u + fraction * step
            new = tangent_cycle(trial, m)
            evals += 1
            smaller = np.max(np.abs(new[0] - trial)) < size
            if not guard or (trial.min() >= -1e-12 and smaller):
                break
            fraction /= 2
            halvings += 1
            assert fraction > 1e-5, "step control failed"
        u, out = trial, new
    raise AssertionError("Newton iteration did not converge")


def radius(M):
    return np.max(np.abs(np.linalg.eigvals(M)))


def memory(root):
    return -1 / np.log(radius(root.M))


# ---- Example: In2O3 from trimethylindium and water, rough typical values ----
T = 500.0                                   # K
p_in, p_w = 0.05, 0.10                      # Torr
sites = 2.0                                 # nm^-2
lattice = 1.01                              # nm, cubic cell with 32 In
indium_density = 32 / lattice**3            # nm^-3
full_layer = sites / indium_density         # nm per unit G


def flux(p_torr, mass_u):
    """Kinetic gas flux in nm^-2 s^-1."""
    pressure = p_torr * sc.torr
    return pressure / np.sqrt(2 * np.pi * mass_u * sc.atomic_mass
                              * sc.k * T) * 1e-18


J_in, J_w = flux(p_in, 159.92), flux(p_w, 18.015)
prob_in, prob_hyd, prob_reh, prob_rem = 4e-4, 5e-5, 4e-6, 1.5e-8
base = Model(a=prob_in * J_in / sites, b=prob_hyd * J_w / sites, c=0.01,
             d=prob_reh * J_w / sites, e=1e-3, f=prob_rem * J_w / sites,
             q=0.004, chi=0.0, t_in=0.5, purge_in=5.0, t_w=1.0, purge_w=5.0,
             refine=1)
start = np.array([1.0, 0.0, 0.0, 0.0])
root = newton(start, base)
rho = radius(root.M)
inverse = np.linalg.inv(np.eye(3) - root.M)
gpc = root.G * full_layer

# Tangent matrix and growth gradient against central differences.
probe = np.array([0.55, 0.05, 0.30, 0.10])
_, _, M_probe, g_probe = tangent_cycle(probe, base)
for j in range(4):
    shift = np.zeros(4)
    shift[j] = 1e-5
    up, g_up = cycle(probe + shift, base)
    down, g_down = cycle(probe - shift, base)
    assert np.max(np.abs((up - down) / 2e-5 - M_probe[:, j])) < 1e-8
    assert abs((g_up - g_down) / 2e-5 - g_probe[j]) < 1e-8

# Site conservation leaves a unit eigenvalue unless one coverage is removed.
unit_gap = np.min(np.abs(np.linalg.eigvals(root.M4) - 1))
assert unit_gap < 1e-10 and rho < 1 and root.u.min() >= 0

# The root repeats under an independent adaptive integrator.
s = np.append(root.u, 0.0)
for duration, _, p, w in phases(base):
    s = solve_ivp(lambda t, q_: rates(q_, p, w, tuple(base[:8])),
                  (0, duration), s, method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
assert np.max(np.abs(s[:4] - root.u)) < 1e-6 and abs(s[4] - root.G) < 1e-5
fine = newton(start, base._replace(refine=2))
assert np.max(np.abs(fine.u - root.u)) < 1e-6
other = newton([0.4, 0.0, 0.5, 0.1], base)
assert np.max(np.abs(other.u - root.u)) < 1e-10

# Quadratic convergence, measured on errors well above rounding.
errors = [np.max(np.abs(u - root.u)) for u, _ in root.history]
usable = [err for err in errors if err > 1e-11]
order = np.log(usable[-1] / usable[-2]) / np.log(usable[-2] / usable[-3])
assert 1.7 < order < 2.4

# Plain cycling from the same start.
u, growth = start, []
while np.max(np.abs(u - root.u)) > 1e-6:
    u, g = cycle(u, base)
    growth.append(g)
    assert len(growth) < 4000, "plain cycling did not reach the Newton root"
growth = np.array(growth)
plain_cycles = len(growth)
decay = (growth[-1] - root.G) / (growth[-2] - root.G)
assert abs((1 - decay) / (1 - rho) - 1) < 0.01
outside = np.where(np.abs(growth / root.G - 1) > 0.01)[0]
one_percent = outside[-1] + 2               # first cycle that stays within 1%
change = np.abs(np.diff(growth)) / growth[:-1]
stop = int(np.argmax(change < 1e-3))        # index of the earlier cycle
stop_error = growth[stop] / root.G - 1
stop_estimate = change[stop] * growth[stop] / root.G / (1 - rho)
excess = np.sum(growth - root.G) * full_layer

# Summed excess growth after a small disturbance.
disturb = np.array([-1e-3, 0.0, 1e-3, 0.0])
predicted = root.grad @ inverse @ disturb[:3]
u, summed = root.u + disturb, 0.0
for _ in range(900):
    u, g = cycle(u, base)
    summed += g - root.G
assert abs(summed / predicted - 1) < 5e-3

# Sensitivity to residue formation: one-cycle part plus memory part.
eps = 1e-3
up, g_up = cycle(root.u, base._replace(e=base.e * (1 + eps)))
down, g_down = cycle(root.u, base._replace(e=base.e * (1 - eps)))
direct = (g_up - g_down) / (2 * eps) / root.G
total = direct + root.grad @ inverse @ (up - down)[:3] / (2 * eps) / root.G
high = newton(root.u, base._replace(e=base.e * 1.01))
low = newton(root.u, base._replace(e=base.e * 0.99))
resolved = (high.G - low.G) / 0.02 / root.G
assert abs(total / resolved - 1) < 1e-3

# Without removal by water, full residue coverage is an unstable root.
sealed = base._replace(f=0.0)
poison = newton([0.02, 0.0, 0.98, 0.0], sealed, guard=False)
rho_poison = radius(poison.M)
assert abs(poison.u[2] - 1) < 1e-9 and rho_poison > 1
u = np.array([1e-5, 0.0, 1 - 1e-5, 0.0])
for _ in range(50):
    u, _ = cycle(u, sealed)
after, _ = cycle(u, sealed)
escape = (after[0] + after[1] + after[3]) / (u[0] + u[1] + u[3])
assert abs(escape - rho_poison) < 1e-6

# Neglected effects, each found from a new periodic state.
tail, depletion, dT, barrier = 0.2, 0.20, 5.0, 1.2
heat = np.exp(barrier * sc.e / sc.k * (1 / T - 1 / (T + dT)))
variants = [
    (f"pulse tails {tail} s",
     base._replace(t_in=base.t_in + tail, t_w=base.t_w + tail)),
    (f"precursor pressure -{100 * depletion:.0f}%",
     base._replace(a=base.a * (1 - depletion))),
    (f"+{dT:.0f} K, residue barrier {barrier} eV",
     base._replace(e=base.e * heat)),
    ("complete clustering", base._replace(chi=1.0)),
    ("no floating (q=1)", base._replace(q=1.0))]
parasitic = 0.01 * root.G * sites / (J_in * base.t_in)

print(f"T {T:.0f} K; TMIn {p_in} Torr; water {p_w} Torr")
print(f"sites {sites} nm^-2; In density {indium_density:.2f} nm^-3")
print(f"thickness for G=1: {full_layer:.5f} nm")
print(f"gas flux: TMIn {J_in:.3e}, water {J_w:.3e} nm^-2 s^-1")
print(f"probabilities: adsorption {prob_in:.1e}, hydrolysis {prob_hyd:.1e}")
print(f"  rehydroxylation {prob_reh:.1e}, residue removal {prob_rem:.1e}")
print(f"a {base.a:.3f}, b {base.b:.3f}, c {base.c:.3f} 1/s")
print(f"d {base.d:.4f}, e {base.e:.4f}, f {base.f:.5f} 1/s; q {base.q}")
print(f"pulse/purge TMIn {base.t_in}/{base.purge_in} s, "
      f"water {base.t_w}/{base.purge_w} s")
print("Newton: iterate, z, residual, coverage error")
for n, ((state, size), err) in enumerate(zip(root.history, errors)):
    print(f"  {n} {state[2]:.10f} {size:.2e} {err:.2e}")
print(f"measured order {order:.3f}; step halvings {root.halvings}")
print(f"cycle evaluations {root.evals}; "
      f"state+tangent columns {5 * root.evals}")
print("periodic x, y, z, v: " + ", ".join(f"{c:.6f}" for c in root.u))
print(f"periodic G {root.G:.6f} per site; GPC {gpc:.6f} nm")
print(f"first-cycle GPC {growth[0] * full_layer:.6f} nm")
multipliers = sorted(np.abs(np.linalg.eigvals(root.M)), reverse=True)
print("multiplier sizes: " + ", ".join(f"{c:.6g}" for c in multipliers))
print(f"unreduced map: distance of eigenvalue from 1 {unit_gap:.1e}")
print(f"memory {memory(root):.1f} cycles = {memory(root) * gpc:.2f} nm")
print(f"observed late decay per cycle {decay:.6f}")
print(f"plain cycles to coverage error 1e-6: {plain_cycles}")
cycle_time = base.t_in + base.purge_in + base.t_w + base.purge_w
print(f"GPC within 1% from cycle {one_percent} "
      f"({one_percent * cycle_time / 3600:.2f} h)")
print(f"change below 0.1% at cycle {stop + 1}: GPC error "
      f"{100 * stop_error:.2f}%")
print(f"  error estimated from change/(1-rho) {100 * stop_estimate:.2f}%")
print(f"transient excess thickness {excess:.3f} nm")
print(f"small disturbance: summed G {summed:.6f}, formula {predicted:.6f}")
print(f"dlnG/dln e: one cycle {direct:.6f}, periodic {total:.6f}")
print(f"  re-solved {resolved:.6f}")
print(f"unstable residue root (f=0): rho {rho_poison:.6f}, "
      f"escape {escape:.6f}")
print("TMIn purge (s), GPC (nm), memory (cycles)")
for purge in (2.0, 5.0, 10.0, 20.0):
    r = newton(root.u, base._replace(purge_in=purge))
    print(f"  {purge:.0f} {r.G * full_layer:.6f} {memory(r):.1f}")
print("neglected effect: GPC change, memory (cycles)")
for label, changed in variants:
    r = newton(root.u, changed)
    print(f"  {label}: {100 * (r.G / root.G - 1):+.2f}%, {memory(r):.1f}")
print(f"parasitic probability adding 1% growth {parasitic:.2e}")
print("tests ok")
```

Printed output:

```
T 500 K; TMIn 0.05 Torr; water 0.1 Torr
sites 2.0 nm^-2; In density 31.06 nm^-3
thickness for G=1: 0.06439 nm
gas flux: TMIn 6.211e+04, water 3.701e+05 nm^-2 s^-1
probabilities: adsorption 4.0e-04, hydrolysis 5.0e-05
  rehydroxylation 4.0e-06, residue removal 1.5e-08
a 12.423, b 9.253, c 0.010 1/s
d 0.7402, e 0.0010, f 0.00278 1/s; q 0.004
pulse/purge TMIn 0.5/5.0 s, water 1.0/5.0 s
Newton: iterate, z, residual, coverage error
  0 0.0000000000 5.83e-02 4.08e-01
  1 0.2811522567 5.00e-03 8.68e-02
  2 0.3622216662 3.54e-04 5.76e-03
  3 0.3679548702 1.82e-06 2.97e-05
  4 0.3679846081 4.90e-11 8.00e-10
  5 0.3679846089 3.33e-16 0.00e+00
measured order 1.998; step halvings 0
cycle evaluations 6; state+tangent columns 30
periodic x, y, z, v: 0.592154, 0.000056, 0.367985, 0.039805
periodic G 0.590825 per site; GPC 0.038045 nm
first-cycle GPC 0.064239 nm
multiplier sizes: 0.990554, 0.443572, 1.92015e-07
unreduced map: distance of eigenvalue from 1 0.0e+00
memory 105.4 cycles = 4.01 nm
observed late decay per cycle 0.990554
plain cycles to coverage error 1e-6: 1325
GPC within 1% from cycle 398 (1.27 h)
change below 0.1% at cycle 148: GPC error 11.11%
  error estimated from change/(1-rho) 11.67%
transient excess thickness 1.922 nm
small disturbance: summed G -0.093262, formula -0.093240
dlnG/dln e: one cycle 0.000000, periodic -0.296527
  re-solved -0.296533
unstable residue root (f=0): rho 1.003977, escape 1.003977
TMIn purge (s), GPC (nm), memory (cycles)
  2 0.046225 126.8
  5 0.038045 105.4
  10 0.030520 85.0
  20 0.023194 64.8
neglected effect: GPC change, memory (cycles)
  pulse tails 0.2 s: +2.41%, 94.9
  precursor pressure -20%: -0.14%, 106.0
  +5 K, residue barrier 1.2 eV: -8.31%, 96.9
  complete clustering: -27.88%, 132.3
  no floating (q=1): +51.56%, 1.1
parasitic probability adding 1% growth 3.80e-07
tests ok
```
